# Why revisited sites put logarithms into two-dimensional nucleation

## The form of the answer

After time $t$ a diffusing adatom is spread over an area of order $Dt$. The chance of finding it on one given site of area $a^2$ is therefore of order $a^2/(Dt)$, or $1/n$ after $n$ hops. The expected number of returns is the sum of $1/n$, and each doubling of $n$ adds the same amount. In two dimensions revisits thus accumulate as a logarithm, with the site size as lower cutoff and the adatom's lifetime as upper cutoff.

Consider an isotropic nearest-neighbour walk on a square lattice, with total hop rate $h$ and $D=ha^2/4$. Let $N$ be the islands per site, $F$ the flux in monolayers per second and $\theta=Ft$ the coverage. For stable, immobile dimers and islands treated as single sites, mean field gives at late times

$$N^3\simeq 3\theta\,\frac{F}{h}\,G,\qquad G\simeq\frac1\pi\ln\frac{8G}{N},\tag{1}$$

where $G$ is the mean number of visits spent per distinct site. Without revisits $G=1$. The familiar count $\pi n/\ln n$ of distinct sites is the leading part of the same effect.

## Counting visits and new sites

In the coordinates $x+y$ and $x-y$, each hop changes both by $\pm1$, independently. The walker is back at its start after $2m$ hops if both sums vanish:

$$u_{2m}=c_m^2,\qquad c_m=\binom{2m}{m}4^{-m}.$$

Odd returns are impossible. Since $(1-x)^{-1/2}=\sum c_mx^m$ and the mean of $\sin^{2m}\phi$ is also $c_m$,

$$P(z)=\sum_m u_{2m}z^{2m}=\frac2\pi\int_0^{\pi/2}\frac{d\phi}{\sqrt{1-z^2\sin^2\phi}}.$$

Put $\epsilon^2=1-z^2$ and $t=\cot\phi$. The integral becomes $\int_0^\infty dt/\sqrt{(1+t^2)(t^2+\epsilon^2)}$, which is unchanged by $t\to\epsilon/t$. It is therefore twice its part below $t=\sqrt\epsilon$, where $1+t^2\simeq1$ for small $\epsilon$. This gives $2\,\mathrm{arsinh}(\epsilon^{-1/2})\simeq\ln(4/\epsilon)$. With $q=1-z$ and $\epsilon^2\simeq2q$,

$$P\simeq\frac1\pi\ln\frac8q .\tag{2}$$

Let $\Delta_k$ be the probability that hop $k$ lands on a new site, with $\Delta_0=1$. Read backwards, this is the probability that a $k$-hop walk never returns to its start. Every $n$-hop walk has a last visit to its start, at some hop $n-k$, so

$$\sum_{k=0}^n u_{n-k}\Delta_k=1\quad\Rightarrow\quad\Delta(z)=\frac1{(1-z)P(z)} .$$

The mean number of distinct sites, start included, is $S_n=\sum_{k\le n}\Delta_k$. Its generating function has one more factor $1/(1-z)$:

$$S(z)=\frac1{(1-z)^2P(z)}.$$

For large $n$ the growing part of $S_n$ comes from $q\sim1/n$, where $z^{-n-1}\simeq e^{nq}$. Setting $q=u/n$ and $\lambda=\ln 8n$,

$$S_n\simeq\pi n\,\frac1{2\pi i}\int\frac{e^u\,u^{-2}}{\lambda-\ln u}\,du .$$

Expand in $\ln u/\lambda$ and use $\frac1{2\pi i}\int e^uu^{b-2}du=1/\Gamma(2-b)$. Each factor $\ln u$ is a derivative with respect to $b$ at $b=0$. The first derivative is $\psi(2)=1-\gamma$ and the second is $\psi(2)^2-\psi'(2)$, with $\psi'(2)=\pi^2/6-1$. Hence

$$S_n\simeq\frac{\pi n}{\lambda}\left[1+\frac{1-\gamma}{\lambda}+\frac{(1-\gamma)^2-\pi^2/6+1}{\lambda^2}\right].$$

At $n=10^5$ the renewal sum gives 23,763 sites and this formula 23,774, while $\pi n/\ln n$ gives 27,288, which is 15% too high. At $n=100$ the leading form is 38% too high. It should not be used for numbers at the lifetimes met in growth.

## From visits to capture rates

Let a walk end with probability $q$ at each step. It survives $n$ steps with probability $z^n$, so it makes $\sum z^n=1/q$ visits on average, start included. Its mean number of distinct sites is $\sum\Delta_nz^n=1/(qP)$. The ratio of these means is $G=P(z)$, taken at $z=1-q$.

Now place one sink on a site and let atoms land at rate $F$ per site. Each is lost elsewhere at rate $k$, so $q=k/(h+k)$. The flux into the sink is $F$ times the sum, over starting sites, of the chance to reach it. Hops are symmetric, so this sum equals the mean number of distinct sites visited by a walker that starts at the sink, $1/(qG)$. Dividing by the background density $F/k$ gives the capture coefficient

$$\frac{k}{qG}=\frac{h+k}{G}=\frac{h}{G(1-q)} .\tag{3}$$

For small $q$ this is $4D/G$ per unit area density. At $q=0.02$, $G=1.923$ and the capture area is $50/1.923=26.0$ sites. Iterating the hitting probabilities on a lattice gave the same value.

With islands of density $N$, the loss is the islands themselves: $k=Nh/[G(1-q)]$. Since $k/h=q/(1-q)$,

$$q=\frac NG .$$

An adatom thus sees $1/(qG)=1/N$ distinct sites before capture but needs $G/N$ visits to do so. With (2) this gives the second part of (1).

Replacing individual islands by a uniform loss is an approximation. It was tested on 1,500 counted walks among randomly placed static traps: a walk that has seen $R$ sites survives with probability $(1-N)^R$. At $N=0.004$ the mean was 704 visits, against 686 from $G/N$ and 250 without revisits.

## Two logarithms, one of which survives

For two adatoms, the relative position hops at rate $2h$ and is lost at rate $2k$. Thus $q$ and $G$ are unchanged. The coefficient is doubled, but there are $N_1^2/2$ pairs per site at adatom density $N_1$, so dimers form at rate $hN_1^2/G$ for small $q$.

Let $G_1$ refer to adatom pairs and $G_x$ to islands. Once $N\gg2N_1$, islands take nearly all arriving atoms:

$$F=\frac{h}{G_x}N_1N\quad\Rightarrow\quad N_1=\frac{FG_x}{hN}.$$

Insert this into $dN/dt=hN_1^2/G_1$ and divide by $F=d\theta/dt$:

$$N^2\frac{dN}{d\theta}=\frac Fh\,\frac{G_x^2}{G_1}.\tag{4}$$

Revisits slow the meeting of adatoms, which lowers nucleation by one factor $G_1$. They also slow capture by islands, which raises the adatom density by $G_x$ and nucleation by its square. For point islands $G_x=G_1=G$, and one factor $G$ remains. Integrating with the slowly varying $G$ held at its final value gives (1). In this model revisits therefore raise the island density.

The logarithm also bends the power law. At fixed $\theta$, let $\chi=d\ln N/d\ln(F/h)$ and $g=d\ln G/d\ln N$. Differentiating $\pi G=\ln8+\ln G-\ln N$ gives $\pi Gg=g-1$, so $g=-1/(\pi G-1)$. Equation (1) gives $3\chi=1+g\chi$, hence

$$\chi=\frac1{3+1/(\pi G-1)},$$

which approaches $1/3$ from below as $G$ grows.

## How large it is

Take a barrier of 0.45 eV, an attempt rate of $10^{12}$ s$^{-1}$ per direction, 300 K, 0.01 ML/s, $\theta=0.05$ and a site spacing of 0.29 nm. Then

$$h=4\times10^{12}\,e^{-0.45/0.02585}=1.10\times10^5\ \mathrm{s^{-1}},\qquad \frac hF=1.10\times10^7 .$$

The self-consistent solution has $G=2.80$:

$$N=\left(\frac{3\times0.05\times2.80}{1.10\times10^7}\right)^{1/3}=0.0034 .$$

This is $4.0\times10^{12}$ cm$^{-2}$, or a spacing $N^{-1/2}$ of 5.0 nm. An adatom makes about 830 visits to cover about 300 sites. Setting $G=1$ gives $N=0.0024$, so the closed formula assigns revisits a factor $G^{1/3}=1.41$. The exponent of the closed formula is $\chi=0.320$.

Integrating the rate equations from zero coverage, with adatoms also counted as sinks, gives 0.0031 with revisits and 0.0023 without. The closed formula, which neglects the adatoms lost to other adatoms, is 7% above the first of these. About half of that gap builds up after the first quarter of the deposition. The local exponent is also lower in the rate equations: $\chi=0.295$ with revisits and 0.314 without.

The cause was tested by growth simulations on $256\times256$ sites, one run for each case. With neighbour hops $N=0.0028$. With each hop replaced by a jump to a random site, $N=0.0023$, within 4% of the rate equations without revisits. Such jumps remove revisits, but they remove every other spatial correlation too.

Relative to the rate equations without revisits, the simulated density is higher by a factor 1.26, where mean field predicts 1.39. Single runs of this size scatter by several percent, and others give 1.32 to 1.34. Mean field thus overstates the enhancement here, by some 5 to 10%. A likely reason, not tested separately, is that new islands avoid the depleted surroundings of old ones and so catch adatoms sooner than randomly placed traps would.

At $h/F=10^4$ the factor is smaller, 1.08 simulated and 1.07 predicted. There $G$ is smaller and the late-time condition is poorer: the rate equations give $N_1/N\approx0.5$ at $\theta=0.05$, about twenty times the 0.025 of the main example, so the late-time formulas do not apply there.

## When islands have a size

Atoms usually bind on contact, before sharing a site. A walker from outside must pass a neighbour of the sink to reach it. If $P_x$ is the mean number of visits to the sink site from $x$, and $P_e$ that from a neighbour, the chance of reaching any neighbour is $P_x/P_e$. From $G=1+zP_e$, $P_e=(G-1)/z$. For small $q$, contact therefore replaces $G$ by $G-1$. The logarithm stays and its constant changes. For point islands at $G=2.80$ held fixed, $N$ falls by the factor $(1.80/2.80)^{1/3}=0.86$.

Growing islands matter more. Around an absorbing disc of radius $r$ sites, the steady density is $n_\infty[1-K_0(\rho/\xi)/K_0(r/\xi)]$, with $\xi^2=D/k$. In site units $D=h/4$ and $k\simeq qh$, so $\xi=1/(2\sqrt q)$. The inward flux is $2\pi Dn_\infty XK_1(X)/K_0(X)$, with $X=r/\xi=2r\sqrt q$. Equating this to $4Dn_\infty/G_x$,

$$G_x=\frac2\pi\,\frac{K_0(X)}{XK_1(X)} .$$

As $r$ grows, $G_x$ loses its large logarithm while $G_1$ keeps its own. In the example $G_x\approx1$ and $G_1\approx1.6$ already at $r/\xi\approx0.3$. With $G_x$ of order one or less, the factor $G_x^2/G_1$ in (4) is at most of order $1/G_1$, below the value 1 that point islands have without revisits. Rate equations with contact attachment and discs that grow with the island's atom count give $N=0.0021$ for $r=\sqrt{s/\pi}+0.39$ at $s$ atoms, a third below the point-island value of 0.0031. This radius describes compact islands: at $q=0.0023$ it reproduces the lattice $G_x$ of squares up to $7\times7$ within a few percent, but for a 25-atom cross it gives 0.94 where the lattice gives about 0.65. Changing the offset from 0 to 1 site moves $N$ from 0.0023 to 0.0020, at or below the 0.0023 found for point islands without revisits. It is island size that lowers $N$ here, not revisits. Growth simulations with contact binding and no edge diffusion give 0.0017 to 0.0018 with neighbour hops, about 20% below the disc value, and only 0.0003 when hops are replaced by random jumps. At equal island geometry revisits still raise $N$. What is confined to point islands is the factor $G^{1/3}$ of equation (1).

## Real surfaces

The example's parameters are rough values for iron grown on Fe(001) near room temperature, chosen because that surface offers a square lattice and stable dimers. With a rough bond energy of 0.6 eV, and three escape directions for each of two atoms, a dimer lives about $7\times10^4$ s, against 5 s of deposition. Island size lowers $N$ by a third or more, as shown above. Equation (1) also needs dimers that do not move, which is assumed here and not established for iron. In point-island rate equations a dimer barrier 0.15 eV above the monomer's lowers $N$ by 3%, 0.10 eV above by 12% with $\chi=0.32$, and 0.05 eV above by 30% with $\chi=0.34$. Exchange diffusion and second-layer growth are not included.

Semiconductor (001) surfaces reconstruct, and their hopping is often anisotropic. With axis probabilities $p_x+p_y=1$, the small-wavevector part of $G$ is

$$\int\frac{d^2k}{4\pi^2}\,\frac1{q+\frac12(p_xk_x^2+p_yk_y^2)}\simeq\frac{1}{2\pi\sqrt{p_xp_y}}\ln\frac1q ,$$

after rescaling each axis by $\sqrt{p_i}$. This form needs $q\ll p_y$ for the slow axis $y$. At 1000:1 and the example's $h/F$, $q/p_y\approx0.3$ and $G$ rises 8-fold where the prefactor rises 16-fold; at still larger ratios the walk is nearly one-dimensional within a lifetime and the logarithm no longer applies. A 10:1 ratio of hop rates raises the prefactor by 1.74. With the full lattice integral and $h$ held fixed, $G$ becomes 4.4 and $N$ in the point-island formula rises by 16%, to 0.0039. If dimers break before another atom arrives, as can happen on hot surfaces, equation (1) does not apply.

## What to do about it

- **Hop rate from one island density.** The late-time point-island formula gives $h=3\theta FG/N^3$. Omitting $G=2.8$ lowers $h$ by that factor, which at a fixed attempt rate raises the inferred barrier by $k_BT\ln2.8\simeq0.027$ eV. The cube magnifies the formula's own error. Applied to the rate-equation density it gives $h$ 24% too high. Applied to the simulated 0.0028 it gives $h$ 1.7 times too high, while omitting $G$ gives it 1.7 times too low. Applied to the growing-disc value 0.0021 it overshoots fourfold, and applied to the 0.0017 simulated with contact binding about eightfold. Fitting the rate equations helps only in part: the point-island equations fitted to the simulated 0.0028 give $h$ 1.4 times too high, and the growing-disc equations fitted to 0.0017 to 0.0018 give it 1.7 to 2 times too high. Fit a simulation when better than a factor of two is needed.
- **Barrier from a temperature series.** At fixed flux and coverage, the slope of $\ln N$ against $1/k_BT$ is $\chi E$. Reading it with $1/3$ makes $E$ too low, by 4% if the late-time value 0.320 held and by about 12% with the 0.295 that the point-island rate equations give at the example's conditions. For growing discs the rate equations give 0.316, or about 5%. These are local values at 300 K: over 250 to 300 K the errors are 18% for points and 11% for discs, over 300 to 350 K they are 9% and 3%.
- **Predicting a density.** Near the example's conditions, a barrier error of 0.05 eV changes $N$ by $e^{0.320\times0.05/0.02585}\simeq1.9$ (1.8 with $\chi=0.295$), more than the whole logarithmic factor. Secure the barrier first.
- **Islands of many atoms.** Equation (4) with separate $G_x$ and $G_1$ serves as an estimate: with growing discs it gives $N=0.0023$ in the example, about a third above the contact simulation, which is a factor 2 to 2.5 in $h$. Simulate when more is needed.

The numerical output below lists the main values of the example.

## Table of computed values

```
DISTINCT SITES: n, exact S_n, pi n/ln n, corrected formula
     100      49.50      68.22      49.48
   10000    2874.57    3410.94    2876.72
  100000   23762.80   27287.53   23773.51
counted walks, mean S at n=10000: 2870.6
RANDOM TRAPS: density, counted visits, theory G/N, no revisits 1/N
  0.020    111.5    108.0     50.0
  0.004    703.9    685.6    250.0
ONE SINK, q = 0.02: G = 1.9232
capture area, same site: 25.998 sites
capture area, on contact: 51.034 sites
EXAMPLE INPUTS
barrier 0.45 eV, attempt rate 1e+12 1/s
temperature 300 K, kT = 0.02585 eV
flux 0.01 ML/s, coverage 0.05 ML, site 0.29 nm
EXAMPLE RESULTS
total hop rate h = 1.103e+05 1/s
h/F = 1.103e+07
visits per distinct site G = 2.804
distinct sites before capture 1/N = 297.1
visits before capture G/N = 833.0
N closed formula = 0.00337 per site
N closed formula, no revisits = 0.00239 per site
ratio of the two = 1.410
N closed formula = 4.003e+12 1/cm2
island spacing N^-1/2 = 5.00 nm
N rate equations, revisits = 0.00314 per site
N rate equations, no revisits = 0.00225 per site
N simulation, neighbour hops = 0.00284 per site
N simulation, random jumps = 0.00233 per site
apparent exponent: formula 0.3197, found 0.3197
TREND: h/F, simulated N over no-revisit N, rate-equation value
  1.0e+04 1.079 1.074
  1.1e+07 1.261 1.394
NEGLECTED EFFECTS
N, contact and growing islands = 0.00214 per site
mean island size (point model) = 15.9 atoms
dimer life, 0.6 eV bond = 7.26e+04 s
deposition time = 5.0 s
10:1 hopping anisotropy: G = 4.429, N = 0.00392
```
